# The Born effective-charge sum rule and its minimum-norm correction, part 2

Displacing all atoms of a neutral insulating crystal together must leave the polarization unchanged, but computed Born tensors often violate this. At zero macroscopic field the tensor of atom $\kappa$ is

$$Z_{\kappa,\alpha\beta}=\frac{\Omega}{e}\frac{\partial P_\alpha}{\partial u_{\kappa\beta}} ,\tag{1}$$

with $\Omega$ the cell volume (area in two dimensions), $\mathbf P$ the polarization, $\mathbf u_\kappa$ the displacement repeated in every cell, and $e>0$. $Z$ is a pure number; values are labelled $e$ because they count elementary charges. The cell has $N$ atoms, ionic charges $Q_\kappa e$, total charge $Q_{\rm cell}$ and $n_{\rm occ}$ filled bands with two electrons each. The true tensors obey

$$\sum_\kappa Z_{\kappa,\alpha\beta}=\Big(\sum_\kappa Q_\kappa-2n_{\rm occ}\Big)\delta_{\alpha\beta}=\frac{Q_{\rm cell}}{e}\,\delta_{\alpha\beta}.\tag{4}$$

The filled bands have cell-periodic functions $|v\rangle$ and energies $E_v(\mathbf k)$. With smooth phases, the zone average of $A_\alpha=i\sum_v\langle v|\partial_{k_\alpha}v\rangle$ is the sum of the electron centres, one per filled band.

For independent electrons of mass $m$ in a local potential, linear response on a $\mathbf k$ mesh gives

$$\sum_\kappa Z_{\kappa,\alpha\beta}=\frac{Q_{\rm cell}}e\delta_{\alpha\beta}+\frac{2m}{\hbar^2}\left\langle\frac{\partial^2W}{\partial k_\alpha\partial k_\beta}\right\rangle_{\mathbf k},\qquad W(\mathbf k)=\sum_vE_v(\mathbf k),\tag{7}$$

where $\langle\dots\rangle_{\mathbf k}$ is the mesh average. The violation falls exponentially with the number of mesh points per direction, but a fixed finite set of plane waves leaves a small residue that no mesh removes.

The computed tensors $Z^{\rm raw}_\kappa$ have the sum $S=\sum_\kappa Z^{\rm raw}_\kappa$; for a charged cell, $S$ is replaced by $S-(Q_{\rm cell}/e)\mathbb 1$, with $\mathbb 1$ the unit tensor. Write $A\!:\!B=\sum_{\alpha\beta}A_{\alpha\beta}B_{\alpha\beta}$ and $\|A\|^2=A\!:\!A$. The changes $\Delta_\kappa$ that remove $S$ and minimize $\sum_\kappa w_\kappa\|\Delta_\kappa\|^2$, with weights $w_\kappa>0$, are

$$\Delta_\kappa=-c_\kappa S,\qquad c_\kappa=\frac{w_\kappa^{-1}}{\sum_{\kappa'}w_{\kappa'}^{-1}},\qquad\sum_\kappa c_\kappa=1.\tag{8}$$

Equal weights give uniform subtraction:

$$Z^{\rm uni}_\kappa=Z^{\rm raw}_\kappa-\frac SN,\qquad \Big(\sum_\kappa\|\Delta_\kappa\|^2\Big)^{1/2}=\frac{\|S\|}{\sqrt N}.\tag{9}$$

Below, $M_\kappa$ is the mass of atom $\kappa$.

### What happens to the error

Let $\epsilon_\kappa=Z^{\rm raw}_\kappa-Z^{\rm true}_\kappa$. The true tensors sum to zero, so $\sum_\kappa\epsilon_\kappa=S$, and the mean error per atom is $\bar\epsilon=S/N$. After uniform subtraction the error of atom $\kappa$ is $\epsilon_\kappa-\bar\epsilon$. The squares add up to

$$\sum_\kappa\|\epsilon_\kappa-\bar\epsilon\|^2=\sum_\kappa\|\epsilon_\kappa\|^2-2\bar\epsilon\!:\!S+N\|\bar\epsilon\|^2=\sum_\kappa\|\epsilon_\kappa\|^2-\frac{\|S\|^2}{N}.\tag{10}$$

Three consequences matter in use.

- The total error cannot grow, and it shrinks whenever $S\neq0$.
- Since the left side is not negative, the total raw error is at least $\|S\|/\sqrt N$. This quantity is a lower bound on the error, not an estimate of it.
- The error of a single atom can grow. If one atom carries the whole error $\epsilon$, it keeps $(1-1/N)\epsilon$, and each of the others, correct before, acquires $-\epsilon/N$.

The correction removes the mean error and nothing else. Errors that already sum to zero pass through unchanged. "True" in (10) means any reference set that obeys the sum rule; a converged result of the same model qualifies, and the errors are then relative to that model.

### A method that obeys the rule without being converged

A small sum does not certify good tensors, as a discretized Berry phase shows. For a square cell of side $a$, take a closed string of $n$ points along $k_\alpha$ with spacing $\delta k=2\pi/(na)$. The sum of the filled-band centres is

$$\bar r_\alpha=-\frac{a}{2\pi}\,{\rm Im}\ln\prod_{i}\det\langle v_{\mathbf k_i}|v'_{\mathbf k_{i+1}}\rangle ,\tag{11}$$

averaged over the strings. The determinant is that of the matrix with the filled-band labels $v$ and $v'$. The logarithm fixes $\bar r_\alpha$ only modulo $a$, so the change between two nearby structures is taken for each string, on the continuous branch, before averaging. For small $\delta k$ the logarithm of each determinant is $\sum_v\langle v|\partial_{k_\alpha}v\rangle\,\delta k=-iA_\alpha\delta k$, so (11) tends to the zone average of $A_\alpha$.

A rigid shift $\mathbf t$ multiplies the periodic function at $\mathbf k$ by $e^{-i\mathbf k\cdot\mathbf t}$ and translates it. Each overlap gains the factor $e^{-i\delta k\,t_\alpha}$, and each determinant gains this factor to the power $n_{\rm occ}$. The $n$ links together contribute the phase $-2\pi n_{\rm occ}t_\alpha/a$, and $\bar r_\alpha$ moves by $n_{\rm occ}t_\alpha$. This holds for any $n$, however small, and also in a finite set of plane waves. There the shift multiplies the coefficient of the plane wave $\mathbf G$ by $e^{-i(\mathbf k+\mathbf G)\cdot\mathbf t}$, so the link that closes the string gains the same factor as the others, although it drops a few coefficients at the edge of the set. The tensors still depend on $n$, but their sum does not.

The leading discretization error of (11) is quadratic in $\delta k$. Seen from the midpoint of a link, reversing $\delta k$ exchanges the two states and conjugates the determinant, so the phase is odd in $\delta k$. The first unwanted term is cubic per link, and the number of links grows as $1/\delta k$. Combining a string of spacing $\delta k$ with one of spacing $2\delta k$ as (4 × fine − coarse)/3 removes this quadratic error.

### Optical modes and a mass-weighted alternative

Infrared activity depends on mode charges. A zone-centre mode with orthonormal eigenvector components $e_{\kappa\beta}$ of the mass-weighted force-constant matrix has displacements $e_{\kappa\beta}/\sqrt{M_\kappa}$ and the mode charge

$$q_\alpha=\sum_{\kappa\beta}Z_{\kappa,\alpha\beta}\frac{e_{\kappa\beta}}{\sqrt{M_\kappa}} .$$

A correction of the form (8) changes it by

$$\delta q_\alpha=-\sum_\beta S_{\alpha\beta}\sum_\kappa\frac{c_\kappa e_{\kappa\beta}}{\sqrt{M_\kappa}} .\tag{12}$$

Let $M_{\rm tot}=\sum_\kappa M_\kappa$. A uniform translation along a unit vector $\hat{\mathbf t}$ has $e_{\kappa\beta}=\sqrt{M_\kappa/M_{\rm tot}}\,\hat t_\beta$. Its raw charge is $\sum_\beta S_{\alpha\beta}\hat t_\beta/\sqrt{M_{\rm tot}}$, and (12) cancels it for any $c_\kappa$ that sum to one.

Optical eigenvectors are orthogonal to these translations, so $\sum_\kappa\sqrt{M_\kappa}\,e_{\kappa\beta}=0$ for each $\beta$. The choice $w_\kappa=1/M_\kappa$, which means $c_\kappa=M_\kappa/M_{\rm tot}$, turns the inner sum of (12) into $M_{\rm tot}^{-1}\sum_\kappa\sqrt{M_\kappa}\,e_{\kappa\beta}=0$. Mass-weighted subtraction therefore removes the spurious acoustic dipole and leaves every optical mode charge as it was. Uniform subtraction generally changes the optical charges; for equal masses the two corrections coincide.

Leaving the optical charges unchanged is not the same as making them right, because their raw errors then remain. The mass-weighted choice also makes a static electronic quantity depend on the isotopes. It suits a case in which only the acoustic residue is to be removed; uniform subtraction suits a case in which the tensors themselves are wanted.

### Worked case

The example is a two-dimensional model crystal of independent electrons. Interaction between electrons is left out, which affects the values of the tensors but not the sum rule. The square cell has side 0.4 nm. Each atom is an attractive well $-V_\kappa\exp(-r^2/2\sigma^2)$ with $\sigma=0.08$ nm. The depths are 32, 28 and 4 eV for atoms A, B and C, and the ionic charges are $+1$, $+1$ and $+2$. Four electrons fill two bands, so the cell is neutral. On the 12 × 12 mesh the gap is 3.7 eV; this mesh omits the zone centre and the zone corner, where the band edges lie, and the true gap between them is 3.6 eV. The numerical output below gives the positions and all tensors.

The norm of the sum falls quickly with the mesh:

| mesh | $\|S\|$ ($e$) |
|---|---|
| 2 × 2 | 0.46 |
| 3 × 3 | 0.046 |
| 4 × 4 | 0.0078 |
| 6 × 6 | $1.1\times10^{-4}$ |
| 12 × 12 | $3.4\times10^{-8}$ |

The last entry is set by the 121 plane waves rather than by the mesh; with 169 or 225 plane waves the 12 × 12 norm lies below $10^{-9}\,e$, while the 12 × 12 tensors change by only about $3\times10^{-8}\,e$. The 3 × 3 set serves as the violated one and the 12 × 12 set as the reference. Berry-phase differences, extrapolated as described above, were used to test the reference for atom A moved along $x$ and atom C moved along $y$. The two methods agree to about $10^{-5}\,e$.

On the 3 × 3 mesh the $xx$ components add up to

$$S_{xx}=-1.04615-1.14692+2.16029=-0.03278 .$$

The other components are $S_{xy}=S_{yx}=0.00276$ and $S_{yy}=-0.03205$. Numerical second derivatives of the band energies, inserted in (7), give the same four values to the printed digits. The mesh is thus the tested cause of this violation. In terms of electron motion, the four electrons together move by $4+0.0328$ times a rigid shift along $x$, which is 0.8% too far on average over the electrons.

Uniform subtraction adds $0.03278/3=0.01093$ to each $xx$ component. For atom A it gives

$$-1.04615+0.01093=-1.03522,$$

against the reference value $-1.03165$. The norm of the whole correction is $0.04601/\sqrt3=0.0266$. The uniform and the mass-weighted corrections were both tested against a general minimum-norm solution of the constraint by singular values.

The total error relative to the reference drops from 0.0340 to 0.0212. The squares drop by $7.06\times10^{-4}$, which is $\|S\|^2/3$, as (10) requires. The single atoms fare differently:

| atom | raw error ($e$) | after uniform subtraction ($e$) |
|---|---|---|
| A | 0.0226 | 0.0076 |
| B | 0.0254 | 0.0103 |
| C | 0.0016 | 0.0169 |

Atom C was nearly converged, and the correction makes its error about ten times larger. The raw error sits mainly on A and B, but the sum does not reveal this, and equal shares move part of it to C. If the tensor of atom C were the quantity of interest, a denser mesh would be the remedy.

The Berry phase on the same 3 × 3 mesh gives tensors whose sum has the norm $5\times10^{-5}\,e$, while their total error is 0.0058. The sum gives no measure of this error: for exact derivatives of (11) it would vanish, and what remains comes from the finite displacements of 0.001 nm used in their place. In this example the Berry-phase set is also closer to the reference than the uniformly corrected response set.

For the mode charges the atoms were given masses of 20, 30 and 60 u and joined by model springs. The two acoustic modes have a combined raw charge of $0.04601/\sqrt{110}=0.0044\,e/\sqrt{\rm u}$, which both corrections remove. The lengths of the four optical mode charges, in $e/\sqrt{\rm u}$ and in order of rising frequency, are:

| tensors | 1 | 2 | 3 | 4 |
|---|---|---|---|---|
| raw | 0.2622 | 0.3922 | 0.3484 | 0.2003 |
| uniform | 0.2615 | 0.3909 | 0.3475 | 0.1999 |
| mass-weighted | 0.2622 | 0.3922 | 0.3484 | 0.2003 |
| reference | 0.2597 | 0.3887 | 0.3460 | 0.1995 |

The mass-weighted row repeats the raw one, as derived. Uniform subtraction brings all four lengths closer to the reference here, removing between roughly 30% and 60% of the difference. Equation (10) does not guarantee this for individual modes, since it concerns the total over atoms.

### Applying the correction

1. Sum over all atoms of the cell. If the tensors are stored for inequivalent atoms only, generate the others by symmetry first; otherwise the sum has no reason to vanish.
2. Check the target. It is zero for a neutral cell and $(Q_{\rm cell}/e)\delta_{\alpha\beta}$ otherwise. A deviation close to an integer multiple of the unit tensor suggests a wrong ionic charge or electron count, which subtraction would hide.
3. Record $\|S\|/\sqrt N$ before correcting. The total error is at least this large. If that is more than the application tolerates, improve the calculation instead.
4. Subtract $S/N$ from every tensor, component by component, without symmetrizing the tensors in $\alpha\beta$.
5. Judge convergence by the change of the individual tensors with the mesh and the other numerical parameters. After the correction the sum equals the target of step 2 by construction and carries no further information.

## Values computed for the example and the checks

```
cell side 0.4 nm, well width 0.08 nm, hbar^2/m 0.076200 eV nm^2
atom A: depth 32 eV, ion charge +1 e, mass 20 u, position (0.00, 0.00) nm
atom B: depth 28 eV, ion charge +1 e, mass 30 u, position (0.18, 0.21) nm
atom C: depth 4 eV, ion charge +2 e, mass 60 u, position (0.20, 0.03) nm
electrons per cell 4, plane waves 121
mesh  2x2 : norm of the tensor sum 4.610e-01 e
mesh  3x3 : norm of the tensor sum 4.601e-02 e
mesh  4x4 : norm of the tensor sum 7.828e-03 e
mesh  6x6 : norm of the tensor sum 1.145e-04 e
mesh 12x12: norm of the tensor sum 3.395e-08 e
band gap on the densest mesh 3.726 eV
atom A moved along x: Berry phase  -1.03164   0.00393, response  -1.03165   0.00394 e
atom C moved along y: Berry phase  -0.02651   2.30026, response  -0.02651   2.30027 e
tensor order: xx xy yx yy, unit e
coarse-mesh sum S         -0.03278   0.00276   0.00276  -0.03205
S from band curvatures    -0.03278   0.00276   0.00276  -0.03205
coarse Berry-phase set: norm of sum 4.82e-05 e, error norm 0.00580 e
raw       Z of atom A     -1.04615  -0.01452   0.00385  -0.58003
raw       Z of atom B     -1.14692   0.04415   0.02262  -1.75361
raw       Z of atom C      2.16029  -0.02687  -0.02370   2.30158
uniform   Z of atom A     -1.03522  -0.01544   0.00293  -0.56934
uniform   Z of atom B     -1.13600   0.04323   0.02170  -1.74292
uniform   Z of atom C      2.17122  -0.02779  -0.02463   2.31227
mass-wtd  Z of atom A     -1.04019  -0.01502   0.00335  -0.57420
mass-wtd  Z of atom B     -1.13798   0.04340   0.02187  -1.74487
mass-wtd  Z of atom C      2.17817  -0.02838  -0.02521   2.31906
reference Z of atom A     -1.03165  -0.01470   0.00394  -0.56274
reference Z of atom B     -1.12777   0.04122   0.01966  -1.73753
reference Z of atom C      2.15942  -0.02651  -0.02360   2.30027
norm of S 0.04601 e, norm of correction: uniform 0.02657, mass-wtd 0.02928 e
total error norm: raw 0.03398, uniform 0.02118 e
drop of squared error 7.0572e-04, |S|^2/N 7.0572e-04 e^2
atom A error norm: raw 0.02256, uniform 0.00761 e
atom B error norm: raw 0.02535, uniform 0.01025 e
atom C error norm: raw 0.00162, uniform 0.01690 e
springs: bond 50 N/m, isotropic 10 N/m
acoustic mode-charge norm: raw 4.387e-03, uniform 2.5e-16 e/sqrt(u)
optical mode-charge lengths in e/sqrt(u), rising frequency
raw         0.26215   0.39221   0.34842   0.20029
uniform     0.26146   0.39089   0.34752   0.19985
mass-wtd    0.26215   0.39221   0.34842   0.20029
reference   0.25972   0.38870   0.34604   0.19950
```
